Multiconfiguration Dirac-Hartree-Fock Equations and the OL, EOL and AL Functionals

For the nitrogen atom, one energy functional treated below has the stationary value −54.0791 Ha. A configuration-interaction (CI) calculation in the orbitals it produces puts the ⁴S ground level at −54.4301 Ha, far below that value and 2.3 mHa above the −54.4324 Ha found with orbitals optimized for this level alone. To see why so poor a level energy comes with such serviceable orbitals, we need the equations that orbitals and CI coefficients satisfy together, and the place where the choice of functional enters them.

**Radial form of the Hamiltonian**

We use Hartree atomic units and energies without rest mass. The nucleus is a point charge, and electrons interact through 1/r₁₂. The many-electron functions contain positive-energy orbitals only (the no-pair approximation). An orbital is

φ_a = (1/r) ( P_a Ω_κm , i Q_a Ω_−κm ),  (1)

with P and Q real. To reduce cα·p, multiply σ·p by σ_r² = 1, where σ_r = σ·r̂. This gives σ·p = −iσ_r(∂_r − σ·L/r). The spherical spinors obey σ·L Ω_κ = −(κ+1)Ω_κ and, in our phase convention, σ_rΩ_κ = −Ω_−κ. Hence

σ·p (P/r)Ω_κ = −iσ_r [(P/r)′ + (κ+1)P/r²] Ω_κ = (i/r)(P′ + κP/r) Ω_−κ.  (2)

Replacing κ by −κ and P by iQ gives (1/r)(−Q′ + κQ/r)Ω_κ for the other component. The radial Dirac operator is therefore

h_κ(P, Q) = ( −ZP/r + c(−Q′ + κQ/r) , c(P′ + κP/r) − (Z/r + 2c²)Q ).  (3)

From here on φ_a also denotes the pair (P_a, Q_a), and ⟨a|b⟩ = ∫(P_aP_b + Q_aQ_b)dr. The one-electron integrals I(a,b) = ⟨a|h_κ|b⟩ are symmetric, because the boundary terms vanish on partial integration.

The Coulomb interaction is expanded in multipoles:

1/r₁₂ = Σ_k U_k(r,s) Σ_m (−1)^m C^k_m(1) C^k_−m(2), U_k = r_<^k / r_>^(k+1).  (4)

Since C^k commutes with σ_r, and σ_r² = 1, its matrix elements between Ω_−κ and Ω_−κ′ equal those between Ω_κ and Ω_κ′. Both components thus share one angular factor, and the radial density is ρ_ac = P_aP_c + Q_aQ_c. The Slater integral is

R^k(ab,cd) = ∫∫ ρ_ac(r) U_k(r,s) ρ_bd(s) dr ds.  (5)

**From configurations to an energy functional**

A configuration state function (CSF) Φ_μ has definite J, M and parity. A level is Ψ_Γ = Σ_μ c_μΓ Φ_μ with real coefficients. Inserting (4) into the second-quantized Hamiltonian and collecting equal radial integrals gives

H_μν = Σ_ab t^μν_ab I(a,b) + Σ_x A^x_μν R_x.  (6)

Here x labels a distinct Slater integral. The coefficient t^μν_ab is the matrix element of Σ_m a†_am a_bm between the two CSFs. With p, q, p′, q′ running over the spinors that produce R_x, and m = m_p − m_p′,

A^x_μν = ½ Σ (−1)^m ⟨p|C^k_m|p′⟩ ⟨q|C^k_−m|q′⟩ ⟨Φ_μ|a†_p a†_q a_q′ a_p′|Φ_ν⟩.  (7)

These numbers do not depend on the radial functions. All the functionals have the form

W = Σ_μν d_μν H_μν, Σ_μ d_μμ = 1,  (8)

and differ in the symmetric weight matrix d:

OL: d_μν = c_μΓ c_νΓ for one chosen level Γ,  (9)

EOL: d_μν = Σ_Γ w_Γ c_μΓ c_νΓ, Σ_Γ w_Γ = 1,  (10)

AL: d_μν = δ_μν (2J_μ+1) / Σ_λ(2J_λ+1).  (11)

The names stand for optimal level, extended optimal level and average level. We take w_Γ ∝ 2J_Γ+1 in EOL. With (6), the functional becomes

W = Σ_ab q̄_ab I(a,b) + Σ_x D_x R_x, q̄_ab = Σ_μν d_μν t^μν_ab, D_x = Σ_μν d_μν A^x_μν.  (12)

The diagonal element q̄_a = q̄_aa = Σ_μ d_μμ q_a(μ) is the generalized occupation: the number of electrons in subshell a, averaged over CSFs. It need not be an integer.

**Variation of the CI coefficients**

For OL and EOL, add multipliers λ_ΓΓ′ = λ_Γ′Γ for the orthonormality of the CI vectors within each J. Varying c_Γ gives, after division by 2,

w_Γ H c_Γ = Σ_Γ′ λ_ΓΓ′ c_Γ′.  (13)

Projection on c_Γ′ gives λ_ΓΓ′ = w_Γ c_Γ′·Hc_Γ. Since λ and H are symmetric, (w_Γ − w_Γ′) c_Γ′·Hc_Γ = 0. Vectors with different weights are therefore uncoupled by H. Vectors with equal weights may be mixed without changing W, so we are free to choose the mixture that diagonalizes H. Then

H c_Γ = E_Γ c_Γ.  (14)

In AL, d contains no coefficients, so (14) is not a stationarity condition of W. It is solved once, after the orbitals are known.

**Variation of the orbitals**

Orbitals of the same κ must be orthonormal. We make W − Σ_ab ε_ab⟨a|b⟩ stationary, with ε symmetric and zero between different κ. Varying φ_a in the constraint term gives 2Σ_b ε_ab φ_b, because a occurs in either position. For the same reason the one-electron part gives 2Σ_b q̄_ab h_κφ_b. For the two-electron part define

y^k_bd(r) = ∫ U_k(r,s) ρ_bd(s) ds.  (15)

Since δρ_ac = δφ_a·φ_c + φ_a·δφ_c, each occurrence of φ_a in R^k contributes the potential of the other density times the partner of φ_a:

∂R^k(ab,cd)/∂φ_a = y^k_bd φ_c, plus one such term for every further occurrence of a.  (16)

Dividing the sum by 2 gives the orbital equations

g_a ≡ Σ_b q̄_ab h_κφ_b + ½ Σ_x D_x ∂R_x/∂φ_a = Σ_b ε_ab φ_b.  (17)

Three kinds of integral show the factors:

R^k(aa,aa): ½·4 D y^k_aa φ_a = 2D y^k_aa φ_a,
R^k(ab,ab): ½·2 D y^k_bb φ_a = D y^k_bb φ_a,
R^k(ab,ba): ½·2 D y^k_ab φ_b = D y^k_ab φ_b.  (18)

The first two are direct potentials and the third is exchange. CSFs that differ by one electron bring in another type. In nitrogen, R²(2p₋2p₊, 2p₊2p₊) couples CSFs that differ by 2p₋ → 2p₊, where the subscripts − and + mean j = 1/2 and 3/2. It adds ½D y²_++ φ_+ to the equation for 2p₋. This term is not proportional to φ_−, so it acts as a source. In the equation for 2p₊ the same integral gives a source ½D y²_++ φ_− and a potential term D y²_−+ φ_+. In AL its D is zero, because d is diagonal.

In the nitrogen example q̄_ab is diagonal. Dividing (17) by q̄_a and using (3), we obtain the coupled radial equations

c(−Q_a′ + κQ_a/r) + (−Z/r + v_a − ε_aa/q̄_a) P_a = −X^P_a,
c(P_a′ + κP_a/r) + (−Z/r + v_a − 2c² − ε_aa/q̄_a) Q_a = −X^Q_a.  (19)

The potential v_a collects the direct terms of (18), and for 2p₊ also the term D y²_−+ found above, divided by q̄_a. The pair X_a collects the exchange and source terms divided by q̄_a, minus Σ_(b≠a)(ε_ab/q̄_a)φ_b. For a single closed-shell CSF, q̄_a = 2j_a+1 and these are the Dirac-Hartree-Fock equations. At q̄_a = 0, W does not depend on φ_a. The division then fails, and the orbital is undetermined.

In OL and EOL, (14) and (17) are coupled both ways: orbitals determine H, H determines c, and c determines q̄ and D. In AL the last link is absent.

**What the multipliers do**

Projecting (17) gives ε_ab = ⟨b|g_a⟩, so symmetry of ε demands ⟨b|g_a⟩ = ⟨a|g_b⟩. A rotation shows the meaning of this condition. Let φ_p → φ_p + xφ_q and φ_q → φ_q − xφ_p, to first order in x. Since the derivative of W with respect to φ_a is 2g_a,

dW/dx = 2( ⟨q|g_p⟩ − ⟨p|g_q⟩ ), with g_q = 0 if q is unoccupied.  (20)

The CI coefficients also respond to x in OL and EOL. By (14) W is stationary in them, so the response adds nothing to the first derivative. At a deliberately unconverged set of orbitals, the OL slope for ²P along a random combination of all rotations is 4.1456319 Ha both from (20) and from finite differences with the CI solved anew at each point.

If 1s and 2s are both closed in every contributing CSF, rotating them into each other leaves each determinant unchanged. The rotation is redundant, and ε can be made diagonal. Once 2s is partly empty, this freedom is lost. In the EOL solution below q̄(2s) = 1.980, and both projections give ε(1s,2s) = −0.3807 Ha, where the sign follows the relative phase chosen for 1s and 2s. This multiplier cannot be dropped.

**The kind of stationary point**

In a mean-field estimate, turning orbital a by an angle θ into an unoccupied orbital n changes the energy by about q̄_a(e_n − e_a)sin²θ, where e denotes a one-electron energy. This is positive for ordinary virtual orbitals. For negative-energy orbitals, with e_n near or below −2c², it is negative. A solution is thus expected to be a saddle. The EOL Hessian confirms this: it has 32 negative eigenvalues among 59, and there are 32 rotations into negative-energy orbitals.

The CI response does enter the second derivative. Second-order perturbation theory for an eigenvalue gives

d²E_Γ/dx² = c_Γ·H″c_Γ + 2 Σ_(Δ≠Γ) (c_Δ·H′c_Γ)² / (E_Γ − E_Δ).  (21)

For an excited root, the terms from lower levels are positive and those from higher levels negative. A term becomes large when two roots approach each other while their coupling c_Δ·H′c_Γ does not vanish, and an OL calculation may then jump between levels. In EOL, a pair of included levels contributes 2(w_Γ − w_Δ)(c_Δ·H′c_Γ)²/(E_Γ − E_Δ), which vanishes for equal weights. This is the stabilizing effect of including both.

**The average-level functional**

If EOL includes every root of a J block with the same weight, completeness gives Σ_Γ c_μΓ c_νΓ = δ_μν. With w_Γ ∝ 2J_Γ+1 for all blocks, (10) then turns into (11): AL is the EOL functional for all levels that the CSF list can produce.

AL also has a closed form. Counting each CSF 2J+1 times makes W the trace of H over all M states, divided by their number. If the list contains every CSF of each configuration, as it does below, these states span the same space as the determinants of the configurations. The trace may then be taken over determinants instead, so W_AL is the average over relativistic configurations, weighted by their numbers of determinants. Within one configuration every pair of distinct magnetic states in given subshells occurs equally often. Direct terms with k > 0 cancel in the sum over m, because a filled subshell is spherical. For exchange define

Γ^k_ab = Σ_mm′ |⟨a m|C^k_(m−m′)|b m′⟩|² / [(2j_a+1)(2j_b+1)].  (22)

The average interaction of an electron in a with one in b ≠ a is

V_ab = R⁰(ab,ab) − Σ_k Γ^k_ab R^k(ab,ba).  (23)

Within one subshell there are (2j+1)2j ordered pairs with m ≠ m′. The full sum over m and m′ gives (2j+1)²[R⁰ − Σ_k Γ^k R^k], where the m = m′ terms cancel. Because Γ⁰_aa = 1/(2j+1), the R⁰ terms add up to (2j+1)2j R⁰, and division by the number of pairs gives

V_aa = R⁰(aa,aa) − [(2j+1)/(2j)] Σ_(k>0) Γ^k_aa R^k(aa,aa).  (24)

The configuration average is then

E_av = Σ_a q_a I(a,a) + Σ_a ½q_a(q_a−1)V_aa + Σ_(a<b) q_a q_b V_ab.  (25)

The numerical check evaluates Γ^k_ab as the square of the 3j symbol (j_a k j_b; ½ 0 −½), subject to the parity rule that l_a + l_b + k is even. Its average agrees with the trace (11), at −54.079056 Ha.

**Nitrogen**

The CSF list comprises 1s²2s²2p³ and 1s²2p⁵, both of odd parity. It has seven CSFs, four of them with J = 3/2. Each κ has eight radial functions r^(l+1)e^(−ζr), ζ = 0.95 × 1.6ⁿ with n = 0 to 7, with small components proportional to P′ + κP/r. EOL covers the five lowest levels: ⁴S₃/₂, ²D₃/₂, ²D₅/₂, ²P₁/₂ and ²P₃/₂. AL is run twice. AL(7) averages all seven CSFs, while AL(5) averages the five from 2p³. Every final CI uses all seven. The J = 3/2 energies in Ha are:

OL, each level separately: ⁴S −54.43239, ²D −54.32772, ²P −54.29448
EOL: ⁴S −54.43106, ²D −54.32764, ²P −54.29408
AL(5): ⁴S −54.43079, ²D −54.32766, ²P −54.29400
AL(7): ⁴S −54.43007, ²D −54.32758, ²P −54.29407

The occupations follow from the weights. In the EOL solution the 2p⁵ CSF has weight 0.0326 in ²P₃/₂. The two ²P levels carry 6/20 of the total weight. If ²P₁/₂ has the same admixture,

q̄(2s) = 2 − 2 × (6/20) × 0.0326 = 1.980,

as printed. In AL(7), 20 of the 26 states have a filled 2s, so q̄(2s) = 2 × 20/26 = 1.538, whatever the actual mixing.

This also accounts for the opening numbers. In AL(7) orbitals the five lowest levels average −54.338019 Ha. Since W is the average over 26 states, the two levels left over, with 6 states between them, average

[26 × (−54.079056) + 20 × 54.338019]/6 = −53.216 Ha.

These high levels raise W but are no part of the ⁴S energy. The orbitals remain serviceable provided they differ little from the optimal ones (the mean 2p₊ radius is 1.455 bohr in AL(7) against 1.410 bohr for ⁴S alone), because an OL energy is stationary: if the common orbitals differ from the optimal ones by rotations x, the loss starts at order x². The losses relative to OL, in mHa, are:

EOL: ⁴S 1.331, ²D 0.081, ²P 0.399
AL(5): ⁴S 1.599, ²D 0.062, ²P 0.479
AL(7): ⁴S 2.324, ²D 0.141, ²P 0.407

The ⁴S level loses most. Its own 2p₊ orbital has mean radius 1.410 bohr, against 1.454 for ²D and 1.456 for ²P, while the EOL compromise is 1.445. For the doublets the 2p₊ radius alone is a poor guide, because an OL functional for a single J lets 2p₋ and 2p₊ differ even without relativity. The ²D level shows this. In the nonrelativistic limit, with one common 2p function and without 2p⁵, the energies of ⁴S, ²D and ²P differ only in a term −15, −6 and 0 times R²(2p2p,2p2p)/25. Averaged over their 4, 10 and 6 states, the coefficient is −6, the same as for ²D. AL(5) orbitals would then be optimal for ²D. Most of the 0.062 mHa that OL still gains over AL(5) for this level, listed above, therefore comes from the separate radial functions and not from a better common 2p orbital.

AL(5) and AL(7) differ in the weights, and this has a side effect: in AL(5) both 1s and 2s are closed, so the functional leaves their mutual rotation free, and it was fixed here by making ε diagonal. Giving weight to the 2p⁵ CSFs harms ⁴S and ²D, which contain practically no 2p⁵ and are insensitive to that choice. The ²P energy is slightly lower in AL(7), but 1s²2p⁵ changes under the rotation, so the AL(5) value for ²P, and with it the EOL functional in AL(5) orbitals, depends on the choice made: a rotation of 0.013 rad brings the AL(5) ²P energy to −54.29416 Ha, below the AL(7) value, and reduces the 0.07 mHa given below to 0.02 mHa. AL(5) even gives a lower ²D energy than EOL. That is no contradiction, since EOL optimizes the weighted sum and not each level. Evaluated in AL(5) and AL(7) orbitals, the EOL functional lies 0.07 and 0.23 mHa above its own stationary value.

OL gives the lowest energy of the schemes for each of these three levels, but every level then has its own orbitals. The separately optimized ⁴S₃/₂ and ²P₃/₂ functions have an overlap of magnitude 7.6 × 10⁻⁴, although exact eigenfunctions would be orthogonal. In EOL the overlap is zero to rounding, because both CI vectors belong to one matrix. This matters for transition amplitudes. Energy differences shift as well: the ²D₃/₂–⁴S separation is 0.10468 Ha in OL and 0.10343 Ha (2.81 eV) in EOL. The change of 1.25 mHa is the difference of the two EOL losses, 1.331 − 0.081.

**A check by scaling**

Replace every P(r) and Q(r) by √λ P(λr) and √λ Q(λr), keeping d fixed. The terms from cα·p and from all Coulomb potentials are multiplied by λ, while the (β−1)c² term is unchanged. Stationarity at λ = 1 makes the sum of the scaled terms vanish, which leaves, for diagonal q̄_ab,

W = −2c² Σ_a q̄_a ∫Q_a² dr.  (26)

For EOL the right side is −54.33875 Ha and W is −54.33825 Ha. The difference of 0.5 mHa reflects the finite basis, which does not contain the scaled orbitals. The same basis misses the hydrogenic 1s, 2p₋ and 2p₊ energies at Z = 7 by up to 0.11 mHa. Finer digits above therefore serve to compare functionals within one basis and are not converged. With twelve functions per κ (ζ = 0.7 × 1.55ⁿ) the level energies fall by 0.06 to 0.07 mHa, the losses by up to 0.006 mHa and the 2p₊ radii by up to 0.0007 bohr; the ⁴S–²P overlap becomes 7.5 × 10⁻⁴, and the two sides of (26) differ by only 0.04 mHa. The ordering of the functionals is unchanged. The model also leaves out the Breit interaction, radiative corrections, nuclear size and recoil, and correlation beyond the seven CSFs.

Values computed for the example and the checks

```
Z = 7, c = 137.035999 a.u., functions per kappa = 8
exponents: 0.95 to 25.50 1/bohr, ratio 1.60
CSFs = 7, Slater integrals in H = 18, rotations = 59
largest hydrogenic energy error = 1.1e-04 Ha
OL 2P slope of W: numeric 4.1456319, formula 4.1456319 Ha
OL 4S: W = -54.432393 Ha, <r>(2p+) = 1.4102 bohr
  qbar 2s, 2p-, 2p+ = 2.00000, 1.00358, 1.99642
  E(4S,2D,2P; J=3/2) = -54.432393, -54.326061, -54.291139 Ha
OL 2D: W = -54.327717 Ha, <r>(2p+) = 1.4543 bohr
  qbar 2s, 2p-, 2p+ = 2.00000, 1.00913, 1.99087
  E(4S,2D,2P; J=3/2) = -54.430717, -54.327717, -54.293811 Ha
OL 2P: W = -54.294477 Ha, <r>(2p+) = 1.4558 bohr
  qbar 2s, 2p-, 2p+ = 1.93556, 1.00642, 2.05802
  E(4S,2D,2P; J=3/2) = -54.429400, -54.327248, -54.294477 Ha
EOL: W = -54.338250 Ha, <r>(2p+) = 1.4445 bohr
  qbar 2s, 2p-, 2p+ = 1.98045, 1.00653, 2.01302
  E(4S,2D,2P; J=3/2) = -54.431062, -54.327637, -54.294079 Ha
AL 2p3: W = -54.327646 Ha, <r>(2p+) = 1.4478 bohr
  qbar 2s, 2p-, 2p+ = 2.00000, 1.00000, 2.00000
  E(4S,2D,2P; J=3/2) = -54.430794, -54.327655, -54.293998 Ha
AL all: W = -54.079056 Ha, <r>(2p+) = 1.4552 bohr
  qbar 2s, 2p-, 2p+ = 1.53846, 1.15385, 2.30769
  E(4S,2D,2P; J=3/2) = -54.430069, -54.327576, -54.294071 Ha
EOL loss against OL, 4S 2D 2P: 1.331, 0.081, 0.399 mHa
AL 2p3 loss against OL, 4S 2D 2P: 1.599, 0.062, 0.479 mHa
AL all loss against OL, 4S 2D 2P: 2.324, 0.141, 0.407 mHa
2D3/2 - 4S: OL 0.104675, EOL 0.103425, AL all 0.102492 Ha
  EOL value converted: 2.8143 eV
2P3/2 - 4S: OL 0.137915, EOL 0.136983, AL all 0.135998 Ha
  EOL value converted: 3.7275 eV
EOL weight of 2s0 2p-2 2p+3 in 4S, 2D, 2P: 0.00000, 0.00000, 0.03260
EOL weight of 2s2 2p-0 2p+3 in 4S, 2D, 2P: 0.22042, 0.26859, 0.49467
EOL weight of 2s2 2p-1 2p+2 in 4S, 2D, 2P: 0.55554, 0.44442, 0.00004
EOL weight of 2s2 2p-2 2p+1 in 4S, 2D, 2P: 0.22404, 0.28698, 0.47270
EOL multipliers eps(1s,2s) = -0.380667, eps(2s,1s) = -0.380667 Ha
EOL eps_aa/qbar_a for 1s, 2s, 2p-, 2p+ = -15.66958, -0.97562, -0.51357, -0.51286 Ha
EOL Hessian: 32 negative eigenvalues of 59
rotations into negative-energy orbitals = 32
EOL virial value of W = -54.338752 Ha
AL all: average-energy formula = -54.079056 Ha
EOL over all 7 levels in AL orbitals = -54.079056 Ha
EOL functional in AL 2p3, AL all orbitals = -54.338182, -54.338019 Ha
|<4S|2P>|, J=3/2: separate OL 7.60e-04, common EOL 1.8e-16
```
